\section*{Moving boundary between two spiral hillocks of different slope}

\section{Competition between two spiral hillocks}

Suppose that two spiral hillocks grow on the same crystal face, that one is steeper than the other, and that the steps of both run at the same speed. Two quick arguments predict what happens after they meet. The first says that equally fast steps hold each other in balance, so the boundary stays where it formed. The second says that the steeper hillock wins and spreads over its neighbour at the step speed. For the example worked below, the first argument lets the weaker source live for ever, and the second buries it 20 s after contact. The model gives 87 s. The boundary speed thus decides how long the weaker source survives.

\subsection{One source and its cone}

A source emits steps of height $a$ at equal time intervals $\tau$. Far from the source each turn of the spiral is nearly a circle, so we replace the turns by closed circular loops. We assume that a loop expands at a constant speed $v$, equal in all directions and independent of the distance to the next step. The loop emitted at time $n\tau$, with $n=0,1,2,\dots$, has at time $t$ the radius
\begin{equation}
r_n(t)=v(t-n\tau). \label{eq:loop}
\end{equation}
Neighbouring loops are separated by the terrace width $w=v\tau$. The slope, counted as a positive number, is therefore
\begin{equation}
p=\frac{a}{w}=\frac{a}{v\tau},\qquad\text{so that}\qquad \tau=\frac{a}{pv}. \label{eq:tau}
\end{equation}
A point at distance $r$ from the source has been passed by all loops with $n\tau\le t-r/v$. Their number is $(t-r/v)/\tau$ to within one, and each has raised the surface by $a$. With $a/\tau=pv$ from \eqref{eq:tau},
\begin{equation}
h(r,t)=\frac{a}{\tau}\left(t-\frac rv\right)=p\,(vt-r),\qquad r<vt. \label{eq:cone}
\end{equation}
This is a cone whose apex rises at the vertical rate $R=pv$. It describes the stepped surface to within about one step height. The algebra contains no $\hbar$, electron charge or electron mass, so the choice of atomic units would change nothing in it; numbers are given in nm and s.

\subsection{Which cone is the surface?}

Let source 1, with slope $p_1$, lie at the origin and source 2, with slope $p_2<p_1$, at $x=L$ on the $x$ axis. Both start at $t=0$ on a flat face. The distances of a surface point from the two sources are $r_1$ and $r_2$.

When two opposite steps bounding the same layer meet, the gap between them closes and both vanish. A point is thus covered by layer $n$ as soon as the first of the two loops numbered $n$ reaches it. One might worry that a loop could be stopped on its way and fail to arrive when \eqref{eq:loop} says it should. Suppose the loop from source 1, travelling along a ray toward a point $P$, is stopped at $Q$ because layer $n$ from source 2 got there first. From $Q$ that layer needs at most the time $|QP|/v$ to reach $P$, which is what the stopped loop would have needed. Hence $P$ is covered no later than the stopped loop would have covered it, and the earlier of the two free arrival times is the correct one. The number of layers at each point is the larger of the two loop counts. Wherever at least one hillock has arrived, therefore,
\begin{equation}
h=\max(h_1,h_2),\qquad h_i=p_i(vt-r_i). \label{eq:max}
\end{equation}
The boundary is the valley along which the cones are equally high.

Each cone satisfies $\partial h/\partial t=v|\nabla h|$, since the left side is $p_iv$ and the gradient has length $p_i$. This growth equation can be solved numerically without using \eqref{eq:max}. The calculation started from a flat face and drove two small discs of radius $0.05L$ around the sources, with the slopes of the example below and a grid spacing of $L/200$. At $vt=1.6L$, in the strip $0\le x\le L$, $|y|\le0.3L$, the height differed from the higher cone by at most $0.0039\,p_1L$. From the lower cone it differed by up to $1.2\,p_1L$.

\subsection{The boundary speed on the joining line}

Between the sources $r_1=x$ and $r_2=L-x$. Equal heights at $x=x_b$ require
\begin{equation}
p_1(vt-x_b)=p_2(vt-L+x_b).
\end{equation}
We collect the terms in $x_b$ on one side,
\begin{equation}
(p_1+p_2)\,x_b=(p_1-p_2)\,vt+p_2L, \label{eq:collect}
\end{equation}
and divide by $p_1+p_2$:
\begin{equation}
x_b(t)=\frac{(p_1-p_2)\,vt+p_2L}{p_1+p_2}. \label{eq:xb}
\end{equation}
The derivative with respect to time is the boundary speed,
\begin{equation}
V=\frac{dx_b}{dt}=v\,\frac{p_1-p_2}{p_1+p_2}. \label{eq:V}
\end{equation}
It is positive for $p_1>p_2$, so the boundary moves toward $x=L$, the weaker source. If source 2 starts later by $t_0<L/v$, before the first step of source 1 reaches it, then $vt$ on the right of the equal-height condition becomes $v(t-t_0)$. This adds $p_2vt_0/(p_1+p_2)$ to $x_b$ and leaves $V$ unchanged.

The same speed follows from counting steps. By \eqref{eq:loop}, loop $n$ of source 1 is at $v(t-n\tau_1)$ and loop $n$ of source 2 is at $L-v(t-n\tau_2)$. They meet when
\begin{equation}
2vt_n=L+nv(\tau_1+\tau_2),\qquad t_n=\frac{L}{2v}+\frac n2(\tau_1+\tau_2). \label{eq:tn}
\end{equation}
Inserting $t_n$ into the position of the first loop gives the meeting point,
\begin{equation}
x_n=v(t_n-n\tau_1)=\frac L2+\frac{nv}{2}(\tau_2-\tau_1). \label{eq:xn}
\end{equation}
From one pair to the next the boundary jumps by $v(\tau_2-\tau_1)/2=(w_2-w_1)/2$ in the time $(\tau_1+\tau_2)/2$. The ratio is the mean speed. With $\tau_i=a/(p_iv)$,
\begin{equation}
V=v\,\frac{\tau_2-\tau_1}{\tau_2+\tau_1}
=v\,\frac{1/p_2-1/p_1}{1/p_2+1/p_1}
=v\,\frac{p_1-p_2}{p_1+p_2},
\end{equation}
where the last form follows on multiplying numerator and denominator by $p_1p_2$.

This picture shows why both quick arguments fail. Equal step speeds do not mean equal numbers of arriving steps. At a fixed position, steps arrive from the left at the rate $v/w_1$ and from the right at the smaller rate $v/w_2$. Since steps vanish in pairs, the boundary must retreat from the denser train and advance into the sparser one until the rates match: $(v-V)/w_1=(v+V)/w_2$. Solving this for $V$ again gives \eqref{eq:V}.

Two limits help to read the formula. If the slopes differ by a small amount $\Delta p$ about a mean $p$, then $V=v\,\Delta p/(2p)$, and competition is slow. If $p_2\to0$, few steps oppose the advance and $V\to v$, the speed of a step on an empty terrace.

\subsection{From contact to burial}

The leading loops meet when $2vt=L$, at the midpoint. The boundary reaches source 2 when $x_b=L$. Equation \eqref{eq:collect} then reads $(p_1+p_2)L=(p_1-p_2)vt+p_2L$, and subtracting $p_2L$ gives
\begin{equation}
t_{\rm o}=\frac{p_1L}{(p_1-p_2)\,v}. \label{eq:to}
\end{equation}
As a check, the boundary covers the distance $L/2$ after contact, so the contest should last $L/(2V)$. Indeed
\begin{equation}
t_{\rm o}-\frac{L}{2v}=\frac{L}{2v}\,\frac{2p_1-(p_1-p_2)}{p_1-p_2}
=\frac{L}{2v}\,\frac{p_1+p_2}{p_1-p_2}=\frac{L}{2V}.
\end{equation}

After $t_{\rm o}$ the steps of hillock 1 sweep over source 2, and anything it would emit lies in layers already completed. The steps it emitted earlier still run outward on its far side. At a distance $s$ behind source 2 on the axis, $r_1=L+s$ and $r_2=s$, and equal heights give
\begin{equation}
p_1L+(p_1-p_2)s=(p_1-p_2)vt,\qquad s=v(t-t_{\rm o}). \label{eq:far}
\end{equation}
This edge moves at the full speed $v$. Here both trains run the same way, no steps annihilate, and the last step of source 2 is followed by the first step that passed over it. Equation \eqref{eq:V} therefore holds between the sources and not beyond them.

\subsection{The boundary away from the joining line}

In the plane, $h_1=h_2$ defines the curve $F=0$ with
\begin{equation}
F(\mathbf r,t)=p_1r_1-p_2r_2-(p_1-p_2)\,vt. \label{eq:F}
\end{equation}
Since $F=h_2-h_1$, hillock 2 lies on the side $F>0$, as far as its leading loop has reached; only the part of the curve with positive height is a valley. The gradient of a distance is the unit vector $\mathbf e_i$ pointing from source $i$ to the point, so $\nabla F=p_1\mathbf e_1-p_2\mathbf e_2$. A point that stays on the curve obeys $\partial F/\partial t+\dot{\mathbf r}\cdot\nabla F=0$. The velocity component along $\nabla F$, that is, into hillock 2, is
\begin{equation}
V_n=-\frac{\partial F/\partial t}{|\nabla F|}
=\frac{v\,(p_1-p_2)}{\sqrt{p_1^2+p_2^2-2p_1p_2\cos\theta}}, \label{eq:Vn}
\end{equation}
where $\theta$ is the angle between $\mathbf e_1$ and $\mathbf e_2$. Between the sources the vectors are opposite, $\cos\theta=-1$, the root is $p_1+p_2$, and \eqref{eq:V} returns. This is the largest value the root can take, so before $t_{\rm o}$, while the boundary still crosses the joining line, it is slowest there. At $\theta=0$ the root is $p_1-p_2$ and $V_n=v$, in agreement with \eqref{eq:far}. The ratio of slopes in \eqref{eq:V} is thus a statement about one line, not about the whole boundary.

\subsection{Unequal step speeds}

Let the steps of the two hillocks now have different speeds $v_1$ and $v_2$, with uniform slopes and $R_i=p_iv_i$. An observer moving with the valley at speed $V$ goes down the flank of hillock 1 while that flank rises, and sees the height change at the rate $R_1-p_1V$. Measured on hillock 2, whose surface rises toward positive $x$, the rate is $R_2+p_2V$. The surface is continuous, so the two rates are equal:
\begin{equation}
V=\frac{R_1-R_2}{p_1+p_2}. \label{eq:general}
\end{equation}
The direction of motion is set by the vertical rates. The steeper hillock wins at equal step speed because it is then also the faster-rising one.

This matters when the supply of material fixes the growth rate. If a uniform beam condenses completely and all material is built in where it lands, both hillocks rise at the same rate. Then $R_1=R_2$, the steps of the steeper hillock are slower in proportion to $1/p$, and the boundary stands still whatever the slopes. Equal step speed requires instead that steps do not compete noticeably for material.

\subsection{A worked example}

Growth of potassium dihydrogen phosphate on a seed crystal from stirred solution is a homoepitaxial case in which slow incorporation at the steps can make their speed nearly independent of slope. We take rough typical values: $a=0.5$ nm, $p_1=0.0040$, $p_2=0.0025$ and $v=5000$ nm/s, with sources $L=2\times10^5$ nm apart. The terrace widths are $0.5/0.0040=125$ nm and $0.5/0.0025=200$ nm. The vertical rates are 20 and 12.5 nm/s, or 1.7 and 1.1 mm per day. From \eqref{eq:V},
\begin{equation}
V=5000\times\frac{0.0015}{0.0065}\ \text{nm/s}=1154\ \text{nm/s},
\end{equation}
which is 23\% of the step speed. The hillocks meet at $t=20$ s, and by \eqref{eq:to} source 2 is overrun at
\begin{equation}
t_{\rm o}=\frac{0.0040\times2\times10^5}{0.0015\times5000}\ \text{s}=106.7\ \text{s}.
\end{equation}
The contest lasts 87 s. A simulation that moved individual steps in time intervals of 1 ms, and removed the two leading opposite steps whenever they met, gave the same speed and overrun time to the digits quoted. The boundary advances in jumps of $(200-125)/2=37.5$ nm every 0.0325 s.

At $t=60$ s equation \eqref{eq:xb} puts the valley at $(450+500)/0.0065$ nm $=1.46\times10^5$ nm. It is 615 nm high, between apexes of 1200 and 750 nm. At the same time the boundary passes through a point $5\times10^4$ nm off the axis, where $\theta=117^\circ$. There \eqref{eq:Vn} gives 1340 nm/s, 16\% more than on the axis.

\subsection{What the model leaves out}

\paragraph{Depletion of the solution.} Let $c$ be the volume of crystal that the excess solute in unit volume of solution can form. Steps advance at $\beta c_s$, where $c_s$ is the value at the face and $\beta$ a kinetic coefficient. Beyond a boundary layer of thickness $\delta$ the value is $c_b$, and $v=\beta c_b$ is the speed without depletion. In the steady state, diffusion with diffusivity $D$ supplies what a slope $p$ consumes:
\begin{equation}
\frac{D(c_b-c_s)}{\delta}=p\beta c_s
\quad\Rightarrow\quad
v_i=\beta c_s=\frac{v}{1+gp_i},\qquad g=\frac{\beta\delta}{D}. \label{eq:depl}
\end{equation}
We hold the slopes fixed and insert $R_i=p_iv_i$ into \eqref{eq:general}. In the difference
\begin{equation}
\frac{p_1}{1+gp_1}-\frac{p_2}{1+gp_2}=\frac{p_1-p_2}{(1+gp_1)(1+gp_2)}
\end{equation}
the terms $gp_1p_2$ have cancelled, so depletion divides $V$ by $(1+gp_1)(1+gp_2)$. The rough values $\beta=10^6$ nm/s, $D=10^9$ nm$^2$/s and $\delta=2\times10^4$ nm give $gp_1=0.08$ and $gp_2=0.05$. The step speeds fall by 7\% and 5\%, but $V$ falls by 12\%, to about 1020 nm/s, because the steeper hillock loses more. Fixed slopes understate the effect if the sources also feel the depletion: if each slope is proportional to $c_s$, as for a simple spiral whose spacing scales with the critical radius, the same values give about 970 nm/s, a fall of 16\%. The estimate treats each hillock as having its own layer. Solute exchange across the valley, within a distance of order $\delta$, is left out.

\paragraph{Direction-dependent step speed.} Let the steps running from source 2 toward source 1 have speed $fv$, with both vertical rates held fixed. The flank facing source 1 then has slope $p_2/f$. For $f=1/2$ this slope is 0.0050, and
\begin{equation}
V=\frac{20-12.5}{0.0040+0.0050}\ \text{nm/s}=833\ \text{nm/s},
\end{equation}
28\% below the isotropic value. For $f=2$ the result is 1429 nm/s, 24\% above it. In the first case the flank of hillock 2 is the steeper one at the valley, yet hillock 2 still loses, because it rises more slowly. Comparing slopes at the valley can thus name the wrong winner when step speeds differ.

\paragraph{Curved steps.} A loop of radius $r$ advances at $v(1-r_c/r)$, where $r_c$ is the critical radius at which a step stops. At fixed emission rate the local slope is $R/[v(1-r_c/r)]$. At the midpoint both radii are $L/2$, so \eqref{eq:general} multiplies $V$ by $1-2r_c/L$. To estimate $r_c$, take source 2 as a one-armed spiral $r=k\varphi$. Its curvature in polar form is
\begin{equation}
\kappa=\frac{r^2+2r'^2-rr''}{(r^2+r'^2)^{3/2}}\ \longrightarrow\ \frac{2k^2}{k^3}=\frac2k\qquad(\varphi\to0),
\end{equation}
with primes for derivatives with respect to $\varphi$. The pinned end does not move, so $\kappa=1/r_c$ there and $k=2r_c$. The arm spacing is $2\pi k=4\pi r_c$. Setting it equal to 200 nm gives $r_c\approx16$ nm and a reduction of $V$ by about 0.02\% at the midpoint. The reduction grows near source 2, to about 0.3\% at $x=0.99L$, but it delays the overrun by only about 0.05 s. This spiral satisfies the speed law only approximately. A rotating spiral that satisfies it everywhere has a spacing of about $19r_c$, which lowers the estimates to $r_c\approx11$ nm and 0.01\%. The same $r_c$ holds for the whole face, so the closer steps of hillock 1 need a more active source, such as a group of dislocations of like sign. The model takes the two slopes as given.

\paragraph{The real case.} With the values assumed here, direction-dependent step speed has the largest effect of the three. Real faces of this crystal do show such a dependence, since their hillocks are not circular. If the facing steps of source 2 are slower or faster by the assumed factor of two, the boundary speed lies between about 830 and 1430 nm/s before depletion is counted. The same change in the facing steps of source 1 instead, again with both vertical rates fixed, gives about 710 to 1670 nm/s. On a face with two-fold symmetry both facing trains change together, and the same factor gives about 580 to 2310 nm/s. Pinning of steps by impurities, bunching of steps, the direction of flow and nucleation of new layers on the terraces are not included, and each could change the result. The figure of 1154 nm/s belongs to the ideal model; for a real face, \eqref{eq:general} with measured vertical rates and with the slopes of the two facing flanks, both measured along the joining line, is the safer relation, as long as those slopes are uniform and steady. It gives the speed at which the valley moves along the joining line; on polygonal hillocks the valley can cross that line obliquely, and its normal speed is then smaller. The numerical output below lists the input values and most of the results of this section.

\section*{Table of computed values}
\begin{verbatim}
step height a = 0.50 nm
slopes p1, p2 = 0.0040, 0.0025 (dimensionless)
step speed v = 5000 nm/s
source distance L = 200000 nm
terrace widths w1, w2 = 125.0, 200.0 nm
vertical rates R1, R2 = 20.00, 12.50 nm/s
R1, R2 converted = 1.73, 1.08 mm/day
emission periods = 0.0250, 0.0400 s
boundary speed V, formula = 1153.8 nm/s
V / v = 0.2308 (dimensionless)
boundary speed, step simulation = 1153.8 nm/s
boundary speed, growth equation = 1153.8 nm/s
growth equation, largest height error / (p1 L) = 0.0039
same, if the lower cone is taken = 1.2250
mean error, coarse and fine grid = 0.00335, 0.00164
hillocks meet at t = 20.00 s
source 2 overrun, formula = 106.67 s
source 2 overrun, step simulation = 106.67 s
jump of boundary per step pair = 37.50 nm
time between jumps = 0.0325 s
snapshot time = 60 s
snapshot boundary position = 146154 nm
snapshot valley height = 615.4 nm
snapshot apex heights = 1200.0, 750.0 nm
off-line point x, y = 148980, 50000 nm
angle theta there = 117.0 degrees
normal speed there = 1339.8 nm/s
edge speed beyond overrun source = 5000.0 nm/s
kinetic coefficient beta = 1.0e+06 nm/s
solute diffusivity D = 1.0e+09 nm^2/s
boundary layer thickness = 20000 nm
depletion numbers beta p layer / D = 0.080, 0.050
depleted step speeds = 4629.6, 4761.9 nm/s
V with depletion = 1017.5 nm/s
change of V by depletion = -11.8 %
V at equal vertical rates, simulation = 0.00 nm/s
V, opposing steps at 0.5 v = 833.3 nm/s, change -27.8 %
V, opposing steps at 2.0 v = 1428.6 nm/s, change 23.8 %
critical radius estimate r_c = 15.9 nm
change of V by curvature at midpoint = -0.0159 %
\end{verbatim}
